A compact island with straight arms and an apparent dimension near 1.7

**Problem**

Islands grown by diffusion-limited aggregation, in which atoms stick where they first touch, are ramified. In two dimensions their mass grows roughly as r^1.7 with distance r from the centre. A measured slope near 1.7 is therefore tempting evidence for this growth mechanism. This exercise constructs a counterexample.

A one-layer island is the union of a disc of radius R0 and n ≥ 3 identical straight arms, evenly spaced in angle. Each arm is a strip of constant width w whose midline starts at the disc centre. Let M(r) be the island area within distance r of that centre. The number of atoms is M(r) divided by the area per atom, a constant that shifts ln M but leaves its slope unchanged. The apparent dimension D is the slope of the least-squares line through ln M against ln r, with points spread evenly and densely in ln r over r1 < r < r2. The window contains the rim, r1 < R0 < r2, and the arms extend beyond r2.

(a) Find M(r) and its local logarithmic slope. Choose w so that the slope outside the disc is constant when the arms are thin.

(b) Find D for this choice, and the disc radius that gives a prescribed D between 1 and 2.

(c) Find the rms residual of the fit and its R². Does a long window with a high R² establish scaling?

(d) Design a six-armed island with D ≈ 1.70 between 2 and 20 nm, and check it by a hand fit to seven points.

(e) Show that the island is not fractal, and find measurements that reveal this.

(f) Estimate how atomic discreteness, a misplaced centre and displaced edges change D.

**Solution**

**(a) Mass and local slope**

Inside the disc everything is filled, so M = πr² and the local slope s = d ln M/d ln r is 2.

Outside, write h = w/2. On a circle of radius r, an arm covers the polar angles φ, measured from its midline, for which |sin φ| ≤ h/r. The covered arc has length 2r arcsin(h/r). Neighbouring midlines are 2π/n apart, so the arms stay separate outside the disc if

arcsin(h/R0) < π/n.

It is enough to require this at the rim, because the half-angle shrinks as r grows. Integrating the covered arc outward from R0 gives

M(r) = πR0² + n[G(r) − G(R0)],
G(r) = r² arcsin(h/r) + h√(r² − h²).

To verify G, differentiate it:

dG/dr = 2r arcsin(h/r) − hr/√(r² − h²) + hr/√(r² − h²) = 2r arcsin(h/r).

The second term comes from the derivative of the arcsine, the third from the square root, and they cancel.

For thin arms, h much less than R0, arcsin(h/r) ≈ h/r and each arm covers an arc w. Then

M(r) ≈ πR0² + nw(r − R0), r > R0.

With x = r/R0 and s0 = nw/(πR0), the local slope is

s = r (dM/dr)/M = nwr/[πR0² + nw(r − R0)] = s0x/[1 + s0(x − 1)].

The last form follows on dividing numerator and denominator by πR0². Its derivative is

ds/dx = s0(1 − s0)/[1 + s0(x − 1)]².

The slope therefore starts at s0 just outside the rim and approaches 1. It rises if s0 < 1, falls if s0 > 1, and is constant if s0 = 1. The required choice is

w = πR0/n.

The arms then cover half the rim. The constant terms in M cancel, because nwR0 = πR0², and

M = πr² for r < R0, M = πR0r for r > R0.

The mass-radius plot consists of two straight pieces, with slopes 2 and 1.

This width respects the no-overlap condition. Here h/R0 = π/(2n), and arcsin y < πy/2 for 0 < y < 1, so the half-angle is below π²/(4n), which is less than π/n. The thin-arm approximation is a separate matter. Its leading relative error in the covered arc is h²/(6r²), largest at the rim.

**(b) What the fit measures**

Let u = ln r, with end values u1 and u2, length Λ = u2 − u1 and midpoint ū. Write y = ln M and v = u − ū. For evenly spread points the least-squares slope is

D = ∫ v y dv / ∫ v² dv = (12/Λ³) ∫ v y dv,

with integrals from −Λ/2 to Λ/2. Define P = ½(Λ²/4 − v²). It vanishes at both ends and dP/dv = −v. Integration by parts gives

∫ v y dv = −∫ (dP/dv) y dv = ∫ P s dv.

Since Λ²/4 − v² = (u − u1)(u2 − u),

D = (6/Λ³) ∫ s(u)(u − u1)(u2 − u) du.

The fitted slope is a weighted mean of the local slope, with the largest weight in the middle of the window. With z = (u − u1)/Λ, running from 0 to 1, the weight is 6z(1 − z). Let the rim lie at

t = ln(R0/r1)/Λ.

The local slope is 1 everywhere, plus an extra 1 for z < t. Hence

D = 1 + 6∫₀ᵗ z(1 − z) dz = 1 + 3t² − 2t³.

In the thin-arm limit D depends on neither the number of arms nor the window length at fixed t. It runs from 1 at t = 0 to 2 at t = 1, and it increases throughout, since dD/dt = 6t(1 − t) > 0. Each D between 1 and 2 therefore belongs to one t.

To invert the relation, set t = ½ − a:

3t² − 2t³ = (3/4 − 3a + 3a²) − (1/4 − 3a/2 + 3a² − 2a³) = ½ − (3a − 4a³)/2.

With a = sin θ, the identity sin 3θ = 3 sin θ − 4 sin³θ gives D − 1 = ½ − ½ sin 3θ, so sin 3θ = 3 − 2D and

t = ½ − sin[arcsin(3 − 2D)/3], R0 = r1 exp(tΛ).

The principal value of the arcsine keeps θ between −30° and 30°, hence t between 0 and 1, as required.

**(c) Why the fit looks good**

In the variable z the two-piece law is

y = constant + 2Λz − Λg(z), g = 0 for z < t, g = z − t for z > t.

A straight line absorbs the first two terms completely, so the residual of y has the same size as that of Λg. With q = 1 − t, the mean of g is q²/2 and the mean of g² is q³/3. The regression slope of g follows from the weighted-mean formula, since g has slope 1 for z > t:

6∫ₜ¹ z(1 − z) dz = 1 − 3t² + 2t³ = 3q² − 2q³.

The variance of z is 1/12. The mean squared residual of g is its variance minus the part explained by the line:

q³/3 − q⁴/4 − (3q² − 2q³)²/12
= q³/3 − q⁴ + q⁵ − q⁶/3
= (q³/3)(1 − q)³ = q³t³/3.

The rms residual in ln M is therefore

σ = Λ√(q³t³/3).

The fitted line explains a variance D²Λ²/12 of y, so

R² = (D²Λ²/12)/(D²Λ²/12 + Λ²q³t³/3) = D²/(D² + 4q³t³).

The window length has cancelled. At fixed t this non-fractal island gives the same R² over a factor of 3 in r as over a factor of 100. A high R² over a long window therefore does not establish scaling.

The residual itself does grow, in proportion to Λ, and it has a pattern. A least-squares residual has zero mean and is uncorrelated with z, so it must change sign at least twice. A two-piece line can do so at most twice. Since the slope of ln M drops at the rim, the residual is negative at both ends and positive around the rim. Over a short window scatter can hide this pattern. Over a long window the pattern shows once the residual exceeds the scatter, even though R² is no lower.

**(d) The six-armed island**

The window has Λ = ln 10 = 2.3026. For D = 1.70, arcsin(−0.4) = −0.4115, and

t = 0.5 + sin(0.1372) = 0.6367,
R0 = 2 nm × exp(0.6367 × 2.3026) = 8.665 nm.

Round this to R0 = 8.7 nm. The width rule gives w = π × 8.7/6 = 4.555 nm, rounded to 4.6 nm. Let the arms end at 24 nm. Their half-angle at the rim is 15.3°, well below the overlap limit of 30°.

After rounding, t = ln(8.7/2)/2.3026 = 0.6385 and the two-piece formula gives D = 1.702. A dense fit to the exact area gives D = 1.706. Part of the small difference comes from rounding w, which makes s0 = 1.010. The rest comes from the finite arm width, which raises the slope just outside the rim to 1.022. At 20 nm the slope is 1.004.

The number of arms hardly matters. With R0 = 8.7 nm and the window held fixed, and w = πR0/n without rounding, the exact area gives D = 1.709, 1.706, 1.704 and 1.703 for n = 3, 4, 6 and 8. The excess over 1.702 shrinks as the arms become thinner.

For the hand fit, take seven radii evenly spaced in ln r:

r = 2.000 nm: M = 12.566 nm², ln M = 2.5310
r = 2.936 nm: M = 27.073 nm², ln M = 3.2986
r = 4.309 nm: M = 58.328 nm², ln M = 4.0661
r = 6.325 nm: M = 125.664 nm², ln M = 4.8336
r = 9.283 nm: M = 254.064 nm², ln M = 5.5376
r = 13.626 nm: M = 374.774 nm², ln M = 5.9263
r = 20.000 nm: M = 551.275 nm², ln M = 6.3122

The logarithms are taken of the numerical values in these units. The step in ln r is δ = 2.3026/6 = 0.38376. Numbering the points from −3 to 3, the sum of squared numbers is 28, and the least-squares slope is

D = [3(y7 − y1) + 2(y6 − y2) + (y5 − y3)]/(28δ)
= [3(3.7812) + 2(2.6277) + 1.4715]/10.745
= 1.68.

This is slightly below the dense fit because a seven-point fit gives more weight to the ends of the window, and the outer end lies on the arms. The slope is a mean over six intervals with weights 6, 10, 12, 12, 10 and 6, divided by 56. The first three intervals lie inside the disc and carry weight 0.50. The fourth, of weight 0.214, lies inside for 83% of its logarithmic length. In the two-piece law, slope 2 thus has weight 0.50 + 0.83 × 0.214 = 0.68, against 0.70 in the dense fit.

The spacing of the points can matter much more. If the same window is sampled densely but evenly in r, the fit gives D = 1.57. The weight on the local slope then peaks at the mean of ln r over the new points, which corresponds to r ≈ 9.5 nm, outside the rim. With even spacing in ln r it peaks at √(r1r2) = 6.3 nm, inside the disc.

The dense logarithmic fit has R² = 0.984 and an rms residual of 0.146 in ln M, or about 16% in mass. The two-piece formulas give 0.983 and 0.147. For a window spanning a factor of 3 at the same t, the residual would be 0.147 × ln 3/ln 10 = 0.070, about 7% in mass.

**(e) Why the island is not fractal**

Cover the plane with square boxes of side ε. The island has positive area A, so it needs at least A/ε² boxes. Boxes wholly inside number at most A/ε². The others meet the edge, a curve of finite length p. Cut the edge into pieces no longer than ε. Each piece touches a bounded number of boxes, so the edge needs at most of order p/ε boxes. As ε → 0,

N(ε) = A/ε² + O(1/ε),

and the box dimension of the island is 2. The edge needs at least of order 1/ε boxes, because its projection on an axis has positive length. Its dimension is therefore 1. Neither dimension is 1.7.

Box counts on the drawn shape agree. Between boxes of 0.1 and 0.2 nm the island's slope is 1.96, and between 0.4 and 0.8 nm the edge's slope is 0.95. The smallest boxes are finer than an atom, so they test the continuum drawing and could not be used on a real island. Between 3.2 and 6.4 nm the island's slope is 1.30 with the grid centred on the island, and moving the grid gives values mostly between 1.3 and 1.7. A few coarse boxes can thus mislead just as a single mass-radius fit can.

A more practical measurement is to move the window. The slope between the two points 2 and 6 nm is 2.00, and between 8 and 24 nm it is 1.08. The second value slightly exceeds 1 mainly because the interval from 8 to 8.7 nm still lies inside the disc.

For comparison, take a hexaflake, a true fractal made by repeatedly arranging seven copies of a pattern, one central and six around it, with a length ratio of 3. Its dimension is ln 7/ln 3 = 1.771. In three successive windows, each spanning a factor of 3, its mass-radius slopes are 1.79, 1.77 and 1.77. Each window spans exactly the length ratio of the pattern; with other spans the slope ripples about the same mean, and strongly: between about 1.3 and 2.2 for a span of 2. Moving such a window leaves the fractal's slope nearly unchanged but takes the armed disc from 2 to about 1. These hexaflake windows lie well inside the pattern. A window reaching the outer radius of a finite aggregate loses slope even when the growth is diffusion-limited, because the outer zone is still unfilled. Eight simulated square-lattice aggregates, grown to 24 nm with a spacing of 0.28 nm, give slopes of 1.5 to 1.8 between 2 and 6 nm but only 1.1 to 1.5 between 8 and 24 nm. Against such an island the telling value is the inner slope of exactly 2, not the fall near the tips.

Even a modest shift changes the fitted value, but it is not decisive on its own: decade fits to the hexaflake range from 1.71 to 1.83 with the starting radius, and the simulated aggregates drop on average from 1.62 to 1.55 under the shift that follows. Moving the decade from 2–20 nm to 2.4–24 nm lowers t by ln 1.2/ln 10 = 0.079, to 0.559, and the two-piece formula drops from 1.70 to 1.59. Beyond the arm tips M is constant and the local slope is zero, so a window extending past 24 nm would need a third piece in the calculation.

**(f) The real setting and the neglected effects**

The lengths suit a one-layer island tens of nanometres across on a close-packed metal surface such as Pt(111), with a rough atomic spacing of 0.28 nm. The island then contains about 9700 atoms. It is a constructed shape, not an observed or simulated one. Its arms are about 16 atomic spacings wide, far wider than the branches, a few atoms across, of strongly ramified low-temperature islands. A high-resolution image would expose the difference at once. A mass-radius slope reported without the image would not.

Real islands depart from the drawing in several ways, with these effects on D:

- Counting atoms on a triangular lattice instead of area changes D by −0.001 when an atom sits at the centre and atomic rows run along the arms. Moving the lattice can reverse the sign, but over sampled positions the change stays below about 0.004 for this spacing, and below about 0.006 for a spacing of 0.277 nm.
- Misplacing the centre by 1 nm along an arm changes the atom-count result by about a further −0.002 (−0.0015 for this lattice position, −0.0013 to −0.0026 for others).
- Broadening every edge outward by 0.5 nm, as a blunt microscope tip might do, changes D by +0.06, to 1.77.
- Removing one atomic spacing, 0.28 nm, from every edge changes D by −0.04, to 1.66. Atoms detaching from the edge could cause such a loss, but its rate is not calculated here. Diffusion along the edge alone could not, because it conserves the number of atoms.

Displaced edges are the largest of these effects, and the formulas explain their sign. Broadening gives R0 = 9.2 nm and w = 5.6 nm. The larger disc raises t to 0.663, which alone gives D = 1.736. The wider arms raise s0 to 1.16, so the slope outside the disc exceeds 1 and adds the rest. Erosion reverses both changes. Random edge roughness and side branches are not included in these estimates.

The main computed values are collected in the numerical output below. The ranges for a moved grid or lattice come from repeating the counts at random positions, and the other values follow from the formulas above.

Table of computed values

```
target dimension 1.70; window 2.0 to 20.0 nm; arms 6; arm tips at 24.0 nm
log length of window = 2.3026; design t = 0.6367
design R0 = 8.665 nm, rounded to 8.7 nm
design w = 4.555 nm, rounded to 4.6 nm
arm half-angle at rim = 15.33 deg; overlap limit = 30.00 deg
largest relative gap, exact area against pixel image = 9.0e-05
s0 = n w/(pi R0) = 1.0098; exact slope just outside rim = 1.0220
local slope at 20 nm = 1.0035
t for rounded R0 = 0.6385; ideal formula D = 1.7024
exact island: fitted D = 1.7061; weighted-slope integral = 1.7061
rms residual in ln M = 0.1458; R^2 = 0.9837
ideal formulas: rms residual = 0.1474; R^2 = 0.9833
table: r (nm), M (nm^2), ln r, ln M
    2.000    12.566   0.6931   2.5310
    2.936    27.073   1.0769   3.2986
    4.309    58.328   1.4607   4.0661
    6.325   125.664   1.8444   4.8336
    9.283   254.064   2.2282   5.5376
   13.626   374.774   2.6120   5.9263
   20.000   551.275   2.9957   6.3122
fit to the seven table points: D = 1.6817
fit with radii evenly spaced in r: D = 1.5726
3 arms of width 9.111 nm: D = 1.7088
4 arms of width 6.833 nm: D = 1.7059
6 arms of width 4.555 nm: D = 1.7039
8 arms of width 3.416 nm: D = 1.7033
island, two-point slope 2 to 6 nm = 2.0000; 8 to 24 nm = 1.0845
hexaflake dimension = 1.7712; slopes in three successive factor-3 windows = 1.7905, 1.7703, 1.7709
box dimension of island, boxes 0.1 and 0.2 nm = 1.9616
same with boxes 3.2 and 6.4 nm = 1.2955
box dimension of edge, boxes 0.4 and 0.8 nm = 0.9516
atomic spacing (rough) = 0.28 nm; atoms in island = 9745
counting atoms: D = 1.7052, change -0.0009
atoms, centre misplaced by 1.0 nm along an arm: D = 1.7038, change -0.0015
every edge broadened by 0.5 nm: D = 1.7697, change +0.0635
every edge eroded by 0.28 nm: D = 1.6636, change -0.0426
```
